\section*{Band Bending and Tunnelling at a Hemispherical Contact on Silicon}

\section*{Problem}

A metal hemisphere of radius $a$ is sunk into a semiconductor that fills $z>0$. Its flat face is flush with the free surface $z=0$, and its centre is the origin. Let $U(\mathbf r)$ be the energy of the conduction-band edge, measured from its value far from the contact. At the metal $U=V_0>0$; this energy $V_0$ is the band bending. The semiconductor has constant permittivity $\varepsilon_s$ and, at first, no space charge. No electric field crosses the free surface.

\begin{enumerate}
\item[(a)] Find $U(\mathbf r)$. At what depth below the metal has it fallen to $V_0/2$?
\item[(b)] How thick is the barrier for an electron of energy $E=\epsilon V_0$, with $0<\epsilon<1$? Find its WKB tunnelling exponent for an isotropic mass $m$, along a radius.
\item[(c)] A real crystal keeps some donors, of density $N$. How do they change the half depth for small and for large contacts?
\item[(d)] Evaluate the results for $a=2$, 5, 10 and 20 nm, using rough values for platinum silicide on nominally undoped silicon at 300 K: Schottky barrier $\phi_B=0.85$ eV, gap $E_g=1.12$ eV, relative permittivity 11.7, $N=10^{14}$ cm$^{-3}$, effective density of conduction-band states $N_c=2.83\times10^{19}$ cm$^{-3}$, and $m=0.19\,m_0$, where $m_0$ is the free-electron mass. When does tunnelling at half height outweigh passage at the barrier top?
\item[(e)] Which neglected effects matter most at $a=5$ nm?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The potential}

The band edge follows the electron's electrostatic energy, so $U=-e\varphi+\text{constant}$, with $e>0$. Without space charge $\nabla^2\varphi=0$, and therefore $\nabla^2U=0$. The boundary conditions do not single out an angle, which suggests trying $U=U(r)$:
\begin{equation}
\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dU}{dr}\right)=0
\quad\Rightarrow\quad r^2\frac{dU}{dr}=-B
\quad\Rightarrow\quad U=A+\frac{B}{r}.
\end{equation}
Since $U\to0$ far away, $A=0$. Since $U(a)=V_0$, $B=V_0a$. Hence
\begin{equation}
U(r)=V_0\,\frac{a}{r},\qquad r\ge a. \label{eq:U}
\end{equation}
The field is radial. On the plane $z=0$ a radial vector lies in the plane, so no field crosses the free surface, as required.

This is the only solution. Let $w$ be the difference of two solutions that vanish at infinity. Since $\nabla^2w=0$, the divergence theorem gives
\begin{equation}
\int|\nabla w|^2\,dV=\oint w\,\nabla w\cdot d\mathbf S .
\end{equation}
The surface integral is zero on the metal, where $w=0$, and on the free surface, where the normal derivative vanishes. On a distant hemisphere $w$ falls at least as $1/r$ and its gradient as $1/r^2$, while the area grows as $r^2$, so that part also tends to zero. Thus $\nabla w=0$, and $w=0$.

Setting $V_0a/r=V_0/2$ gives $r=2a$. The metal ends at $r=a$, so the half depth is $2a-a=a$. It is the band bending that halves, not the Schottky barrier, which is measured from the Fermi level. The field at the metal has magnitude
\begin{equation}
F=\frac1e\left|\frac{dU}{dr}\right|_{r=a}=\frac{V_0}{ea}.
\end{equation}

\subsection*{(b) Thickness and tunnelling exponent}

The barrier ends at the turning point $r_t$, where $U(r_t)=E=\epsilon V_0$. Equation \eqref{eq:U} gives $r_t=a/\epsilon$, so the thickness is
\begin{equation}
d=r_t-a=a\left(\frac1\epsilon-1\right). \label{eq:d}
\end{equation}
With $V_0$ and $E$ held fixed, the thickness is proportional to $a$. At $\epsilon=1/2$ it equals $a$. As $E\to0$ it diverges: electrons at the far band edge face an infinitely wide barrier at any radius, because $1/r$ has no end.

For a spherical wave $\psi=u(r)/r$, the Schr\"odinger equation becomes $u''=(2m/\hbar^2)(U-E)u$. Inside the barrier the decay rate is therefore
\begin{equation}
\kappa(r)=\kappa_0\sqrt{\frac ar-\epsilon},\qquad
\kappa_0=\frac{\sqrt{2mV_0}}{\hbar}.
\end{equation}
WKB gives a transmission of about $e^{-G}$, with $G=2\int_a^{a/\epsilon}\kappa\,dr$. Substitute $r=(a/\epsilon)\cos^2\theta$. Then
\begin{equation}
\frac ar-\epsilon=\epsilon\left(\frac1{\cos^2\theta}-1\right)=\epsilon\tan^2\theta,
\qquad dr=-\frac{2a}{\epsilon}\sin\theta\cos\theta\,d\theta .
\end{equation}
The limit $r=a$ becomes $\theta_0=\arccos\sqrt\epsilon$, and $r=a/\epsilon$ becomes $\theta=0$. The minus sign reverses the limits, so
\begin{align}
\int_a^{a/\epsilon}\sqrt{\frac ar-\epsilon}\,dr
&=\frac{2a}{\sqrt\epsilon}\int_0^{\theta_0}\sin^2\theta\,d\theta
=\frac{a}{\sqrt\epsilon}\left(\theta_0-\sin\theta_0\cos\theta_0\right)\nonumber\\
&=a\left[\frac{\arccos\sqrt\epsilon}{\sqrt\epsilon}-\sqrt{1-\epsilon}\right]
\equiv a\,f(\epsilon).
\end{align}
The last line uses $\cos\theta_0=\sqrt\epsilon$ and $\sin\theta_0=\sqrt{1-\epsilon}$. The exponent is
\begin{equation}
G=2\kappa_0a\,f(\epsilon). \label{eq:G}
\end{equation}
At fixed $V_0$ and $E$ the logarithm of the WKB transmission is linear in $a$. For small $\epsilon$, $\arccos\sqrt\epsilon\approx\pi/2-\sqrt\epsilon$, so $f\approx\pi/(2\sqrt\epsilon)-2$. The exponent diverges, in keeping with the infinite thickness.

\subsection*{(c) Residual donors}

Let the donors be ionized and stripped of electrons out to a radius $R$, beyond which the crystal is neutral. This sharp edge is an approximation: it needs a depleted layer much thicker than the Debye length $\sqrt{\varepsilon_skT/(e^2N)}$, so that $U$ exceeds $kT$ in most of the layer. Their charge density $eN$ gives $\nabla^2\varphi=-eN/\varepsilon_s$, hence $\nabla^2U=e^2N/\varepsilon_s$. One integration with $U'(R)=0$ gives
\begin{equation}
r^2\frac{dU}{dr}=\frac{e^2N}{3\varepsilon_s}\,(r^3-R^3).
\end{equation}
Dividing by $r^2$ and integrating with $U(R)=0$,
\begin{equation}
U=\frac{e^2N}{6\varepsilon_s}\left(r^2+\frac{2R^3}{r}-3R^2\right),
\qquad U(a)=V_0, \label{eq:dop}
\end{equation}
where the second condition fixes $R$.

\emph{Small contact, $a\ll R$.} Near the metal the $r^2$ term is negligible, so $U\approx B'/r-b$ with $b=e^2NR^2/(2\varepsilon_s)$. The condition at the metal gives $B'=a(V_0+b)$. To leading order $V_0\approx e^2NR^3/(3\varepsilon_sa)$, so $b/V_0\approx3a/(2R)$. The half value lies at
\begin{equation}
r=\frac{a(V_0+b)}{V_0/2+b}\approx2a\left(1-\frac b{V_0}\right),
\qquad r-a\approx a\left(1-\frac{3a}{R}\right). \label{eq:small}
\end{equation}

\emph{Large contact.} Put $r=R-y$ with $y\ll R$. Then $r^2=R^2-2Ry+y^2$ and $2R^3/r\approx2R^2+2Ry+2y^2$, so the bracket in \eqref{eq:dop} becomes $3y^2$ and $U\approx e^2Ny^2/(2\varepsilon_s)$. This is the planar depletion layer, of width $W=\sqrt{2\varepsilon_sV_0/(e^2N)}$. Half the bending remains at $y=W/\sqrt2$, so the half depth is $W(1-1/\sqrt2)$, independent of $a$. Shrinking a contact thins its barrier substantially only once $a$ is no longer large compared with $W$.

\subsection*{(d) Numbers}

In the neutral bulk the electron density equals $N$, and since $N\ll N_c$ Boltzmann statistics apply:
\begin{equation}
E_c-E_F=kT\ln\frac{N_c}{N}=0.02585\ \text{eV}\times\ln(2.83\times10^5)=0.3245\ \text{eV}.
\end{equation}
The band bending is $V_0=0.85-0.3245=0.5255$ eV. This gives $\kappa_0=1.619$ nm$^{-1}$. At half height $f(1/2)=0.4036$, so
\begin{equation}
G=2(1.619)(0.4036)\,a=1.307\ \text{nm}^{-1}\times a .
\end{equation}
For $a=5$ nm the barrier is 5 nm thick at $E=V_0/2$, but 45 nm thick at $E=0.1V_0$.

A state at $V_0/2$ is more populated than one at the barrier top by $e^{V_0/2kT}=e^{10.16}=2.6\times10^4$. Taking the transmission at the top as one, the weight of tunnelling at half height relative to passage at the top is $e^{10.16-G}$.

\begin{center}
\begin{tabular}{ccccc}
$a$ (nm) & $F$ (MV/cm) & $G$ & $e^{-G}$ & weight\\
2 & 2.63 & 2.61 & $7.3\times10^{-2}$ & $1.9\times10^{3}$\\
5 & 1.05 & 6.53 & $1.5\times10^{-3}$ & 38\\
10 & 0.53 & 13.07 & $2.1\times10^{-6}$ & 0.055\\
20 & 0.26 & 26.13 & $4.5\times10^{-12}$ & $1.2\times10^{-7}$
\end{tabular}
\end{center}

In this ideal barrier the weight passes one at $a=10.16/1.307\approx7.8$ nm. This compares two energies; it is not a ratio of total currents, and 7.8 nm is not the size below which tunnelling begins to matter. The same weight is largest above half height, near $0.6V_0$ at 5 nm and $0.7V_0$ at 7.8 nm, and summed over all energies below the top of this ideal barrier it still exceeds passage over the top at 20 nm.

Two tests bear on these results. A grid solution of Laplace's equation that does not assume spherical symmetry differs from $V_0a/r$ by at most $3.4\times10^{-4}V_0$. For the exponent, the radial Schr\"odinger equation was integrated inward from an outgoing wave. Normalized to $k|u|^2=1$ far away, where $k$ is the wave number, the wave has $|u(a)|^2\approx e^G/\kappa(a)$ in WKB, so $1/[\kappa(a)|u(a)|^2]$ can be compared with $e^{-G}$. It gives $5.9\times10^{-2}$ at 2 nm and $1.34\times10^{-3}$ at 5 nm. Relative to these, WKB is 23\% and 8\% too high; at 20 nm the excess is 2\%. Both estimates omit the matching of the wave to the metal.

\subsection*{(e) What the ideal barrier leaves out}

This section keeps the free surface uncharged; surface charge, which can matter more than anything listed here, is taken up in the last section. Of the effects estimated here, the image force changes the weight most for electrons with the light mass; for the valleys with the heavy mass, the mass itself matters most.

\emph{Image force.} An electron on the axis at $z=r$ attracts charge in the metal. With no field through the free surface, its mirror image is a charge of the same sign at $z=-r$. To hold the sphere at its potential, each of these two charges needs an image of opposite sign, $a/r$ times as large, at $z=\pm a^2/r$. The electron's distances from the three images are $2r$ and $r\mp a^2/r$. Induced charges contribute half the product of charge and potential, so
\begin{equation}
U_{\rm im}=-\frac{e^2}{8\pi\varepsilon_s}
\left[\frac{a}{r^2-a^2}+\frac{a}{r^2+a^2}-\frac1{2r}\right].
\end{equation}
At $a=5$ nm this lowers the barrier top from 0.526 to 0.421 eV and $G$ from 6.53 to 5.55. Tunnelling becomes easier, but so does passage over the top. The weight is now $\exp[(0.421-0.263)/0.02585-5.55]\approx1.8$ instead of 38. The balance at half height therefore moves from the ideal 7.8 nm to about 5.6 nm. These are rough values: the barrier top lies about 0.6 nm and the inner turning point about 0.1 nm from the metal, where a continuum image with the static permittivity is only a guide.

\emph{Mass.} Silicon's conduction valleys are anisotropic. Along a cube axis, two of the six have the heavy mass $0.98\,m_0$. Since $G\propto\sqrt m$, their exponent is $6.53\sqrt{0.98/0.19}=14.8$, and their ideal weight is $e^{10.16-14.84}\approx0.009$. Tunnelling at half height along that axis is carried mainly by the light-mass valleys.

\emph{Band structure and the free surface.} Deep in the gap the valence band reduces the decay rate. A simple two-band model multiplies $\kappa^2$ by $1-(U-E)/E_g$ and gives $G=6.13$. In the other direction, an electron kept out of the air has $\psi=0$ on $z=0$. This excludes the spherical wave used above; the lowest allowed wave varies as $\cos\theta$, with $\theta$ now the polar angle, and has angular momentum $l=1$. Its centrifugal energy multiplies the transmission by about 0.7. It also raises the barrier top by $\hbar^2l(l+1)/(2ma^2)=0.016$ eV, a Boltzmann factor of about 1.9, so the weight relative to the top rises by a factor of about 1.4 rather than falling.

\emph{Donors, holes and air.} The sharp-edge model gives $R=373$ nm. Equation \eqref{eq:small} then gives a half depth of $5(1-15/373)=4.80$ nm, as does the full expression \eqref{eq:dop}, and $G=6.31$. These values overstate the effect of the donors. The Debye length is $W\sqrt{kT/(2V_0)}\approx410$ nm, with $W=2607$ nm, so the edge is not sharp: electrons leave the outer region only in part, and nearly the same total charge spreads farther out, where it alters the potential near the metal less. With donors alone, the half depth therefore lies between 4.80 and 5 nm. The hemisphere of radius $R$ holds only about 11 donors, so uniform charge is an average; the mean number between $a$ and $2a$ is about $11\times7\,(5/373)^3\approx2\times10^{-4}$. The mean number of holes there is below $1.3\times10^{-3}$. Allowing field into the air, with a potential continuous at the metal edge, moves the half depth on the axis to 4.93 nm; along the free surface it is about 4.8 nm.

For large contacts the donors take over. In the sharp-edge model, $W=2607$ nm gives a planar half depth of 763 nm; the half depth is 352 nm at $a=1000$ nm and 752 nm at $a=10^5$ nm. The gradual edge of the real layer and the holes near the metal shift these values by a few per cent.

\emph{Breakdown.} The field of 1.05 MV/cm exceeds the rough bulk breakdown field of silicon, about 0.3 MV/cm. The total drop, however, is 0.53 eV, or 0.47 of the gap. An electron crossing it gains too little energy to create an electron--hole pair, and the valence band at the metal stays below the far conduction band, so there is no band-to-band path. A large reverse bias would remove this protection.

\subsection*{Comparison with real contacts}

The barrier height is typical of platinum silicide on n-type silicon, but the doping is far below that of transistor source and drain contacts, where roughly $10^{20}$ cm$^{-3}$ is usual. There the electron gas is degenerate and the band bending slightly exceeds the barrier, at about 0.9 eV. Taking 0.85 eV as a round value, scaling $W\propto\sqrt{V_0/N}$ gives $2607\times10^{-3}\sqrt{0.85/0.53}\approx3$ nm. Doping has already thinned that barrier, and a contact of 20 nm radius is large compared with this width, so its barrier is nearly planar. The present result gives a first estimate for nanoscale contacts or probe tips on lightly doped material, whose shape need not be a hemisphere, provided that the free surface around them carries very little charge.

This condition is severe. The planar depletion charge is only $NW=2.6\times10^{10}$ cm$^{-2}$. The same density of negative charge on the free surface produces a field of just $2V_0/(eW)=0.004$ MV/cm, far below the field at the 5 nm contact. But this weak field reaches micrometres into the crystal, and so it bends the bands at the surface by about $V_0$. The small contact then lies inside a broad barrier, and its own $1/r$ fall no longer makes the barrier thin at half height. In a depletion layer the bending grows as the square of the charge, so even $10^{10}$ cm$^{-2}$ raises the band edge near the surface by about 0.08 eV in the sharp-edge model, and by about 0.1 eV once the gradual edge is included. Positive surface charge has the opposite effect: it lowers the band edge and thins the barrier. A thinner barrier raises the transmission per unit area at a given energy. Whether the resistance of the whole contact falls also depends on its shrinking area, which is not calculated here. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Schottky barrier (rough input): 0.85 eV
gap (rough input): 1.12 eV; relative permittivity: 11.7
masses: light 0.19, heavy 0.98, hole 1.0 m0
residual donors: 1.0e+14 cm^-3; T: 300 K
kT: 0.02585 eV
conduction-band density of states Nc: 2.832e+19 cm^-3
bulk Ec - EF: 0.3245 eV
band bending V0: 0.5255 eV; half of it: 0.2627 eV
kappa0 (light mass): 1.6188 nm^-1
f(1/2): 0.4036
largest error of a/r against grid solution: 3.4e-04 V0
E/V0=0.9: thickness 0.556 nm, grid 0.554 nm (a=5 nm)
E/V0=0.5: thickness 5.000 nm, grid 4.994 nm (a=5 nm)
E/V0=0.1: thickness 45.000 nm, grid 44.834 nm (a=5 nm)
At E = V0/2, ideal barrier:
a=2 nm: field 2.627 MV/cm, G 2.613
  exp(-G) 7.33e-02, wave equation 5.94e-02
  thermal weight relative to barrier top 1.90e+03
a=5 nm: field 1.051 MV/cm, G 6.534
  exp(-G) 1.45e-03, wave equation 1.34e-03
  thermal weight relative to barrier top 3.77e+01
a=10 nm: field 0.525 MV/cm, G 13.067
  exp(-G) 2.11e-06, wave equation 2.04e-06
  thermal weight relative to barrier top 5.48e-02
a=20 nm: field 0.263 MV/cm, G 26.134
  exp(-G) 4.47e-12, wave equation 4.39e-12
  thermal weight relative to barrier top 1.16e-07
Boltzmann factor exp(V0/2kT): 2.592e+04
Neglected effects, a = 5 nm unless stated:
depletion radius R: 373.3 nm; donors inside: 10.9
planar width W: 2607 nm; planar half depth: 763 nm
half depth with donors, a=5 nm: 4.80 nm
half depth with donors, a=20 nm: 18.10 nm
half depth with donors, a=100 nm: 75.52 nm
half depth with donors, a=1000 nm: 351.79 nm
half depth with donors, a=100000 nm: 752.39 nm
G with donors: 6.307
hole density at metal: 7.31e+14 cm^-3
upper bound on mean hole number within r<2a: 1.3e-03
half depth with field in air: 4.926 nm
barrier top with image force, a=2 nm: 0.368 eV
barrier top with image force, a=5 nm: 0.421 eV
barrier top with image force, a=10 nm: 0.450 eV
barrier top with image force, a=20 nm: 0.471 eV
image force: thickness at V0/2 4.741 nm, G 5.554
G with heavy mass: 14.838
G with two-band dispersion: 6.131
transmission factor l=1 relative to l=0: 0.729
total drop / gap: 0.469
\end{verbatim}
